# Gauge-Invariant and Gauge-Dependent Parts of the Quadratic Wannier Spread: test program

```python
"""
Result under test: for a gapped group of J bands with projector P (Q = 1 - P),
the total quadratic Wannier spread is
    Omega = Omega_I + Omega_tilde,
    Omega_I     = cell trace of P r Q r        (depends on P only),
    Omega_tilde = sum over (R,m) != (0,n) of |<R m| r |0 n>|^2  (gauge dependent).
Maximal localization lowers Omega_tilde only.
System: sigma valence bands of a flat honeycomb SiC sheet, orbitals s, px, py on
Si (indices 0-2) and C (indices 3-5), nearest-neighbour hopping, rough round
parameters. Lengths in nm, energies in eV, wave vectors in 1/nm.
Bloch coefficients C(k) carry phases of cells only; u(k) carry phases of atoms.
"""
import numpy as np
from scipy import constants

MESH, BANDS = 27, 3
lattice_constant = 0.31
si_levels = np.array([-14.0, -7.0, -7.0])
c_levels = np.array([-19.0, -11.0, -11.0])
v_ss, v_sp, v_pp_sigma, v_pp_pi = -3.0, 3.5, 5.0, -1.5

cell = lattice_constant * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
reciprocal = 2 * np.pi * np.linalg.inv(cell).T
carbon_site = (cell[0] + cell[1]) / 3
bonds = np.array([carbon_site, carbon_site - cell[0], carbon_site - cell[1]])
bond_length = np.linalg.norm(carbon_site)
directions = bonds / bond_length
sites = np.array([[0.0, 0.0]] * 3 + [carbon_site] * 3)


def hopping_block(direction):
    """<Si orbital|H|C orbital> for a bond pointing from Si to C."""
    block = np.zeros((3, 3))
    block[0, 0] = v_ss
    block[0, 1:] = v_sp * direction
    block[1:, 0] = -v_sp * direction
    along = np.outer(direction, direction)
    block[1:, 1:] = v_pp_sigma * along + v_pp_pi * (np.eye(2) - along)
    return block


HOPPING = np.array([hopping_block(l) for l in directions])


def dagger(m):
    return np.conj(np.swapaxes(m, -1, -2))


def hermitian_from_block(block):
    h = np.zeros(block.shape[:-2] + (6, 6), complex)
    h[..., :3, 3:] = block
    h[..., 3:, :3] = dagger(block)
    return h


def hamiltonian(k, hopping=HOPPING):
    phase = np.exp(1j * (k @ bonds.T))
    h = hermitian_from_block(np.einsum('...b,bij->...ij', phase, hopping))
    return h + np.diag(np.concatenate([si_levels, c_levels]))


def band_sum(k, hopping=HOPPING):
    """Omega_I and curvature norm from occupied-empty matrix elements of dH/dk."""
    energy, vec = np.linalg.eigh(hamiltonian(k, hopping))
    phase = np.exp(1j * (k @ bonds.T))
    mixing = []
    for axis in range(2):
        slope = hermitian_from_block(np.einsum(
            '...b,bij->...ij', 1j * phase * bonds[:, axis], hopping))
        element = dagger(vec[..., BANDS:]) @ slope @ vec[..., :BANDS]
        gap = energy[..., None, :BANDS] - energy[..., BANDS:, None]
        mixing.append(element / gap)
    omega_i = sum(np.mean(np.sum(abs(m)**2, axis=(-1, -2))) for m in mixing)
    comm = dagger(mixing[0]) @ mixing[1] - dagger(mixing[1]) @ mixing[0]
    comm_norm = np.sqrt(np.mean(np.sum(abs(comm)**2, axis=(-1, -2))))
    return omega_i, comm_norm, energy


def carbon_trial(k):
    g = np.zeros(k.shape[:-1] + (6, 3), complex)
    g[..., 3:, :] = np.eye(3)
    return g


def bond_trial(k):
    g = np.zeros(k.shape[:-1] + (6, 3), complex)
    for i, l in enumerate(directions):
        si_hybrid = np.array([1, *(np.sqrt(2) * l)]) / np.sqrt(6)
        c_hybrid = np.array([1, *(-np.sqrt(2) * l)]) / np.sqrt(6)
        si_cell = carbon_site - bonds[i]
        g[..., :3, i] = np.exp(-1j * (k @ si_cell))[..., None] * si_hybrid
        g[..., 3:, i] = c_hybrid
    return g


def projected_gauge(k, trial):
    """Loewdin-orthonormalized projection of trial orbitals on the valence group."""
    u = np.linalg.eigh(hamiltonian(k))[1][..., :BANDS]
    c = np.exp(1j * (k @ sites.T))[..., None] * u
    left, singular, right = np.linalg.svd(dagger(c) @ trial(k))
    return c @ left @ right, singular.min()


def unitary(w):
    """Cayley transform: antihermitian w -> unitary, equal to 1 + w to first order."""
    one = np.eye(w.shape[-1])
    return np.linalg.solve(one - w / 2, one + w / 2)


def analyse(c, position, onsite=None):
    """Spread from its definition, and dipole elements <R m|r|0 n>."""
    w = np.fft.ifft2(c, axes=(0, 1))
    rw = w[..., None] * position[:, :, :, None, :]
    square = np.sum(abs(rw)**2)
    if onsite is not None:
        dipole, second_moment = onsite
        dw = np.einsum('dij,xyjn->xyind', dipole, w)
        square += 2 * np.sum(rw.conj() * dw).real
        square += np.einsum('i,xyin->', second_moment, abs(w)**2)
        rw = rw + dw
    centre = np.einsum('xyin,xyind->nd', w.conj(), rw).real
    connection = np.einsum('xyim,xyind->xymnd', c.conj(),
                           np.fft.fft2(rw, axes=(0, 1)))
    off = np.fft.ifft2(connection, axes=(0, 1))
    for n in range(c.shape[-1]):
        off[0, 0, n, n] = 0
    return {'total': square - np.sum(centre**2), 'tilde': np.sum(abs(off)**2),
            'off': off, 'centre': centre, 'connection': connection}


def gradient(parts, cells):
    """Centre-to-centre vector dotted with the dipole element, and its length^2."""
    centre = parts['centre']
    d = cells[:, :, None, None, :] + centre[:, None, :] - centre[None, :, :]
    return np.sum(d * parts['off'], axis=-1), np.sum(d**2, axis=-1)


def minimise(c, position, cells, onsite=None, max_steps=600):
    parts, step, first = analyse(c, position, onsite), 1.0, None
    for count in range(max_steps):
        g, distance2 = gradient(parts, cells)
        size = np.sqrt(np.sum(abs(g)**2))
        first = size if first is None else first
        if size < 1e-9:
            break
        w = -np.fft.fft2(g / (distance2 + 0.003), axes=(0, 1))
        w = (w - dagger(w)) / 2
        accepted = False
        while step > 1e-5:
            new_c = c @ unitary(step * w)
            new = analyse(new_c, position, onsite)
            if new['tilde'] < parts['tilde']:
                accepted = True
                break
            step /= 2
        if not accepted:
            break
        c, parts, step = new_c, new, min(1.0, 2 * step)
    g = gradient(parts, cells)[0]
    return c, parts, first, np.sqrt(np.sum(abs(g)**2)), count


def close(x, y, rel):
    return abs(x - y) <= rel * max(abs(x), abs(y))


# k mesh, cells of the periodic supercell (nearest images), atomic positions
index = np.arange(MESH)
k_mesh = (index[:, None, None] * reciprocal[0]
          + index[None, :, None] * reciprocal[1]) / MESH
whole = np.rint(np.fft.fftfreq(MESH, 1 / MESH))
cells = whole[:, None, None] * cell[0] + whole[None, :, None] * cell[1]
position = cells[:, :, None, :] + sites

# gauge-free values of Omega_I: band sum against real-space projector
omega_i, comm_norm, energy = band_sum(k_mesh)
gap = energy[..., BANDS].min() - energy[..., BANDS - 1].max()
assert gap > 0
c_atom, singular_atom = projected_gauge(k_mesh, carbon_trial)
c_bond, singular_bond = projected_gauge(k_mesh, bond_trial)
assert min(singular_atom, singular_bond) > 0.1
projector = np.fft.ifft2(c_atom @ dagger(c_atom), axes=(0, 1))
separation = cells[:, :, None, None, :] + sites[:, None, :] - sites[None, :, :]
omega_i_real = 0.5 * np.sum(abs(projector)**2 * np.sum(separation**2, axis=-1))
assert close(omega_i, omega_i_real, 1e-5)      # supercell tails

# a generic smooth change of gauge
rng = np.random.default_rng(7)


def smooth_generator(scale):
    total = 0
    for r in (np.zeros(2), cell[0], cell[1]):
        m = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
        total = total + np.exp(-1j * (k_mesh @ r))[..., None, None] * m
    return scale * (total - dagger(total))


c_twist = c_atom @ unitary(smooth_generator(0.1))
c_min, p_min, grad_start, grad_end, steps = minimise(c_twist, position, cells)
c_min2, p_min2, _, _, steps2 = minimise(c_bond, position, cells)
p_atom, p_twist, p_bond = (analyse(c, position) for c in (c_atom, c_twist, c_bond))

# the split, with each of its three members computed separately
for p in (p_atom, p_twist, p_bond, p_min, p_min2):
    assert close(p['total'], omega_i + p['tilde'], 1e-5)
assert p_twist['tilde'] > 1.05 * p_min['tilde']
assert p_atom['tilde'] > 1.05 * p_min['tilde']
assert grad_end < 1e-4 * grad_start
assert close(p_min['total'], p_min2['total'], 1e-5)
assert np.allclose(p_atom['centre'].sum(0), p_min['centre'].sum(0), atol=1e-5)

# diagonal and off-diagonal parts from a finite-difference Berry connection
h = 1e-3
u0 = np.exp(-1j * (k_mesh @ sites.T))[..., None] * c_atom
omega_od_k = omega_d_k = 0.0
for axis in range(2):
    shifted = []
    for sign in (1, -1):
        k = k_mesh + sign * h * np.eye(2)[axis]
        shifted.append(np.exp(-1j * (k @ sites.T))[..., None]
                       * projected_gauge(k, carbon_trial)[0])
    a_fd = 1j * dagger(u0) @ (shifted[0] - shifted[1]) / (2 * h)
    diag = np.einsum('xynn->xyn', a_fd)
    all_sq = np.mean(np.sum(abs(a_fd)**2, axis=(-1, -2)))
    omega_od_k += all_sq - np.mean(np.sum(abs(diag)**2, axis=-1))
    omega_d_k += np.mean(np.sum(abs(diag - diag.mean((0, 1)))**2, axis=-1))


def diagonal_part(p):
    return np.sum(abs(np.einsum('xynnd->xynd', p['off']))**2)


omega_d_atom = diagonal_part(p_atom)
omega_od_atom = p_atom['tilde'] - omega_d_atom
assert abs(omega_d_k - omega_d_atom) < 1e-5 * p_atom['tilde']
assert abs(omega_od_k - omega_od_atom) < 1e-5 * p_atom['tilde']

# first variation of the total spread against the gradient formula
w = smooth_generator(0.1)
g_k = np.fft.fft2(gradient(p_twist, cells)[0], axes=(0, 1))
slope_formula = -2 * np.mean(np.einsum('xymn,xynm->xy', g_k, w)).real
eps = 1e-4
slope_numeric = (analyse(c_twist @ unitary(eps * w), position)['total']
                 - analyse(c_twist @ unitary(-eps * w), position)['total']) / (2 * eps)
assert abs(slope_formula - slope_numeric) < 1e-4 * abs(slope_numeric) + 1e-8

# [PxP, PyP]: band sum against the curvature built from the Wannier dipoles
a_x, a_y = p_min['connection'][..., 0], p_min['connection'][..., 1]
curl = np.fft.fft2(cells[:, :, None, None, 0] * p_min['off'][..., 1]
                   - cells[:, :, None, None, 1] * p_min['off'][..., 0], axes=(0, 1))
curvature = curl + a_x @ a_y - a_y @ a_x
comm_real = np.sqrt(np.mean(np.sum(abs(curvature)**2, axis=(-1, -2))))
assert close(comm_norm, comm_real, 1e-4)
assert comm_norm > 1e-6 and p_min['tilde'] > 1e-6

# one-dimensional slice at fixed second wave-vector component
chain_cells = lattice_constant * whole[:, None, None]
chain_sites = lattice_constant * np.array([0, 0, 0, 1, 1, 1])[:, None] / 3
chain_position = chain_cells[:, :, None, :] + chain_sites
chain_start = analyse(c_twist[:, 4:5], chain_position)['tilde']
chain_end = minimise(c_twist[:, 4:5], chain_position, chain_cells)[1]['tilde']
assert chain_end < 1e-3 * chain_start


# overlap formula on finite meshes
def overlap_omega_i(c):
    n, total = c.shape[0], 0.0
    for i, j in ((1, 0), (0, 1), (1, 1), (-1, 0), (0, -1), (-1, -1)):
        b = (i * reciprocal[0] + j * reciprocal[1]) / n
        neighbour = np.roll(c, (-i, -j), axis=(0, 1))
        m = dagger(c) @ (np.exp(-1j * (sites @ b))[:, None] * neighbour)
        missing = BANDS - np.mean(np.sum(abs(m)**2, axis=(-1, -2)))
        total += missing / (3 * (b @ b))
    return total


mesh_coarse, mesh_fine = overlap_omega_i(c_twist[::3, ::3]), overlap_omega_i(c_twist)
error_ratio = (mesh_coarse - omega_i) / (mesh_fine - omega_i)
assert 6 < error_ratio < 12                     # second order in mesh spacing

# neglected effects: orbital width and on-site s-p dipole from Slater's rules
bohr = constants.physical_constants['Bohr radius'][0] * 1e9
onsite_dipole, second_moment = np.zeros((2, 6, 6)), np.zeros(6)
radial = []
for start, n, charge in ((0, 3, 14 - 3 * 0.35 - 8 * 0.85 - 2),
                         (3, 2, 6 - 3 * 0.35 - 2 * 0.85)):
    zeta = charge / n / bohr
    mean_r = (2 * n + 1) / (2 * zeta)
    mean_r2 = (2 * n + 1) * (2 * n + 2) / (4 * zeta**2)
    radial.append((mean_r / np.sqrt(3), mean_r2))
    second_moment[start:start + 3] = mean_r2
    for axis in range(2):
        onsite_dipole[axis, start, start + 1 + axis] = mean_r / np.sqrt(3)
        onsite_dipole[axis, start + 1 + axis, start] = mean_r / np.sqrt(3)
onsite = (onsite_dipole, second_moment)
full_min = minimise(c_min, position, cells, onsite)[1]
full_i = full_min['total'] - full_min['tilde']
for c in (c_atom, c_twist, c_bond):
    p = analyse(c, position, onsite)
    assert close(p['total'] - p['tilde'], full_i, 1e-5)
weaker_i = band_sum(k_mesh, 0.9 * HOPPING)[0]

print(f"Lattice constant: {lattice_constant:.3f} nm; bond {bond_length:.4f} nm")
print(f"Si levels s, p: {si_levels[0]:.1f}, {si_levels[1]:.1f} eV")
print(f"C levels s, p: {c_levels[0]:.1f}, {c_levels[1]:.1f} eV")
print(f"Hoppings ss, sp, pp-sigma, pp-pi: {v_ss}, {v_sp}, {v_pp_sigma}, {v_pp_pi} eV")
print(f"k mesh: {MESH} x {MESH}; sigma-sigma gap: {gap:.3f} eV")
print(f"Smallest singular value, C trial: {singular_atom:.3f}; bond: {singular_bond:.3f}")
print(f"Omega_I, band sum: {omega_i:.8f} nm^2")
print(f"Omega_I, real-space projector: {omega_i_real:.8f} nm^2")
for name, p in (("C-orbital gauge", p_atom), ("twisted gauge", p_twist),
                ("bond-orbital gauge", p_bond), ("minimized from twisted", p_min),
                ("minimized from bond", p_min2)):
    print(f"{name}: Omega {p['total']:.8f}, tilde {p['tilde']:.8f},"
          f" difference {p['total'] - p['tilde']:.8f} nm^2")
print(f"Omega_OD, C gauge, dipoles: {omega_od_atom:.8f}; connection: {omega_od_k:.8f} nm^2")
print(f"Omega_D, C gauge, dipoles: {omega_d_atom:.8f}; connection: {omega_d_k:.8f} nm^2")
print(f"Omega_D at minimum: {diagonal_part(p_min):.8f} nm^2")
print(f"Tilde share of Omega at minimum: {100 * p_min['tilde'] / p_min['total']:.3f} %")
print(f"Descent steps from twisted, bond gauge: {steps}, {steps2}")
print(f"Gradient norm at start, end: {grad_start:.3e}, {grad_end:.3e} nm^2")
print(f"Slope of Omega, formula: {slope_formula:.8f}; numeric: {slope_numeric:.8f} nm^2")
distance = np.linalg.norm(p_min['centre'] - carbon_site, axis=1)
print("Centre-to-C distances at minimum:", ", ".join(f"{x:.5f}" for x in distance), "nm")
print(f"Norm of [PxP,PyP], band sum: {comm_norm:.4e}; dipoles: {comm_real:.4e} nm^2")
print(f"1D slice tilde, start: {chain_start:.4e}; minimized: {chain_end:.4e} nm^2")
print(f"Omega_I by overlaps, 9 x 9 mesh: {mesh_coarse:.8f} nm^2")
print(f"Omega_I by overlaps, 27 x 27 mesh: {mesh_fine:.8f} nm^2")
print(f"Mesh error ratio (spacing ratio 3): {error_ratio:.3f}")
print(f"Slater Si: s-p dipole {radial[0][0]:.4f} nm, <r^2> {radial[0][1]:.5f} nm^2")
print(f"Slater C: s-p dipole {radial[1][0]:.4f} nm, <r^2> {radial[1][1]:.5f} nm^2")
print(f"With orbital size, minimized: Omega {full_min['total']:.6f} nm^2")
print(f"With orbital size: Omega_I {full_i:.6f}, tilde {full_min['tilde']:.6f} nm^2")
print(f"Omega_I with hoppings reduced by 10 %: {weaker_i:.8f} nm^2")
print(f"Relative change of Omega_I: {100 * (weaker_i / omega_i - 1):.2f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
Lattice constant: 0.310 nm; bond 0.1790 nm
Si levels s, p: -14.0, -7.0 eV
C levels s, p: -19.0, -11.0 eV
Hoppings ss, sp, pp-sigma, pp-pi: -3.0, 3.5, 5.0, -1.5 eV
k mesh: 27 x 27; sigma-sigma gap: 7.459 eV
Smallest singular value, C trial: 0.633; bond: 0.943
Omega_I, band sum: 0.02501438 nm^2
Omega_I, real-space projector: 0.02501438 nm^2
C-orbital gauge: Omega 0.03628445, tilde 0.01127007, difference 0.02501438 nm^2
twisted gauge: Omega 0.10372081, tilde 0.07870642, difference 0.02501438 nm^2
bond-orbital gauge: Omega 0.02566213, tilde 0.00064774, difference 0.02501438 nm^2
minimized from twisted: Omega 0.02556209, tilde 0.00054770, difference 0.02501438 nm^2
minimized from bond: Omega 0.02556209, tilde 0.00054770, difference 0.02501438 nm^2
Omega_OD, C gauge, dipoles: 0.01095389; connection: 0.01095389 nm^2
Omega_D, C gauge, dipoles: 0.00031617; connection: 0.00031617 nm^2
Omega_D at minimum: 0.00000626 nm^2
Tilde share of Omega at minimum: 2.143 %
Descent steps from twisted, bond gauge: 19, 11
Gradient norm at start, end: 8.188e-02, 4.353e-08 nm^2
Slope of Omega, formula: 0.03764681; numeric: 0.03764681 nm^2
Centre-to-C distances at minimum: 0.06669, 0.06669, 0.06669 nm
Norm of [PxP,PyP], band sum: 4.3350e-03; dipoles: 4.3350e-03 nm^2
1D slice tilde, start: 4.7596e-02; minimized: 6.1715e-19 nm^2
Omega_I by overlaps, 9 x 9 mesh: 0.02443353 nm^2
Omega_I by overlaps, 27 x 27 mesh: 0.02494827 nm^2
Mesh error ratio (spacing ratio 3): 8.786
Slater Si: s-p dipole 0.0773 nm, <r^2> 0.02049 nm^2
Slater C: s-p dipole 0.0470 nm, <r^2> 0.00795 nm^2
With orbital size, minimized: Omega 0.032177 nm^2
With orbital size: Omega_I 0.030592, tilde 0.001585 nm^2
Omega_I with hoppings reduced by 10 %: 0.02513116 nm^2
Relative change of Omega_I: 0.47 %
ALL CHECKS PASSED
```
